\section*{Proof of the node and arrow rules for angular momentum diagrams, part 1}

(Sections cited here and not found follow in the second part.)

\section{The rules}

A Yutsis--Levinson--Vanagas diagram represents a sum of products of $3j$ symbols over magnetic quantum numbers. Three rules fix how its value changes when the drawing is changed. Reversing the sign of a node multiplies the value by $(-1)^{j_1+j_2+j_3}$. Reversing an arrow on a line $j$ multiplies it by $(-1)^{2j}$. Adding three arrows at a node, all pointing out or all pointing in, leaves it unchanged.

\subsection{Conventions}

Hartree atomic units are used, so $\hbar=1$. The states $|jm\rangle$ obey
\begin{equation}
J_z|jm\rangle=m|jm\rangle,\qquad
J_+|jm\rangle=a(j,m)\,|j,m+1\rangle,\qquad
J_-|j,m+1\rangle=a(j,m)\,|jm\rangle,
\label{eq:ladder}
\end{equation}
with $a(j,m)=\sqrt{(j-m)(j+m+1)}$. This coefficient vanishes at $m=j$ and at $m=-j-1$, is positive for $-j\le m<j$, and satisfies
\begin{equation}
a(j,-m-1)=\sqrt{(j+m+1)(j-m)}=a(j,m).
\label{eq:asym}
\end{equation}
Three angular momenta $j_1,j_2,j_3$ form a triad if $J=j_1+j_2+j_3$ is an integer and $|j_1-j_2|\le j_3\le j_1+j_2$. For a triad the three numbers
\begin{equation}
k_1=j_2+j_3-j_1,\qquad k_2=j_3+j_1-j_2,\qquad k_3=j_1+j_2-j_3,
\label{eq:k}
\end{equation}
that is $k_i=J-2j_i$, are non-negative integers, and $k_1+k_2+k_3=3J-2J=J$.

The coupled states $|(j_1j_2)j_3M\rangle=\sum\langle j_1m_1\,j_2m_2|j_3M\rangle\,|j_1m_1\rangle|j_2m_2\rangle$ are normalized, obey (\ref{eq:ladder}) under the total operators of particles 1 and 2, and carry the Condon--Shortley phase
\begin{equation}
\langle j_1\,j_1\;j_2\,j_3-j_1|j_3\,j_3\rangle>0 .
\label{eq:CS}
\end{equation}
Lemma 2 shows that these conditions fix the coefficients completely and make them real.

A diagram is built from three elements.

A \emph{plain line} labelled $j$ with ends $m$ and $m'$ stands for $\delta_{m,m'}$.

An \emph{arrow} on a line $j$, with tail end $m$ and head end $m'$, stands for
\begin{equation}
A_j(m,m')=(-1)^{j-m}\,\delta_{m,-m'} .
\label{eq:arrow}
\end{equation}
The exponent $j-m$ is an integer, and the $m$ in it belongs to the tail.

A \emph{node} is a point where three lines meet. It stands for the $3j$ symbol
\begin{equation}
T_{j_1j_2j_3}(m_1,m_2,m_3)\equiv
\begin{pmatrix} j_1&j_2&j_3\\ m_1&m_2&m_3\end{pmatrix}
=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\,\langle j_1m_1\,j_2m_2|j_3,-m_3\rangle ,
\label{eq:3j}
\end{equation}
and is zero if the three $j$ do not form a triad. The exponent is an integer because $j_1-j_2-m_3=J-2j_2-(j_3+m_3)$. The node carries a sign: for $+$ the columns are read off the drawing anticlockwise, and for $-$ clockwise.

When two ends with the same $j$ are joined, their $m$ values are set equal and summed from $-j$ to $j$. In this form of the method the plain line and the arrow are separate objects, and a line may carry no arrow, one arrow or several. An arrow pointing out of a node has its tail at the node and gives $\sum_m T(\dots m\dots)A_j(m,m')$. An arrow pointing in gives $\sum_m T(\dots m\dots)A_j(m',m)$.

\subsection{Statement}

\paragraph{Theorem.} Let $(j_1,j_2,j_3)$ be a triad, with the conventions above.

(0) The node is unchanged by a cyclic permutation of its columns:
\begin{equation}
T_{j_2j_3j_1}(m_2,m_3,m_1)=T_{j_1j_2j_3}(m_1,m_2,m_3).
\label{eq:rule0}
\end{equation}

(1) Reversing the sign of a node in a fixed drawing gives $(-1)^J$:
\begin{equation}
T_{j_2j_1j_3}(m_2,m_1,m_3)=(-1)^{j_1+j_2+j_3}\,T_{j_1j_2j_3}(m_1,m_2,m_3).
\label{eq:rule1}
\end{equation}

(2) Reversing an arrow gives $(-1)^{2j}$. Two opposite arrows on a line equal a plain line, and two parallel arrows equal $(-1)^{2j}$ times a plain line:
\begin{equation}
A_j^{T}=(-1)^{2j}A_j,\qquad A_jA_j^{T}=A_j^{T}A_j=1,\qquad A_jA_j=(-1)^{2j}\,1 .
\label{eq:rule2}
\end{equation}

(3) Three arrows, one on each line of a node, all pointing out or all pointing in, may be added without any factor:
\begin{align}
\sum_{m_1m_2m_3}T(m_1,m_2,m_3)\prod_{i=1}^{3}A_{j_i}(m_i,m_i')&=T(m_1',m_2',m_3'),
\label{eq:rule3out}\\
\sum_{m_1m_2m_3}T(m_1,m_2,m_3)\prod_{i=1}^{3}A_{j_i}(m_i',m_i)&=T(m_1',m_2',m_3').
\label{eq:rule3in}
\end{align}

Part (0) is what makes the node a legitimate picture. A drawing with a sense of rotation specifies a cyclic order of three lines but no first line, so the symbol must not depend on where the reading starts. The rules are identities between tensors with free indices. They therefore hold inside any diagram, whether the lines concerned are open or are joined to other nodes.

\section{The arrow}

\paragraph{Lemma 1.} Part (2) of the theorem holds.

\paragraph{Proof.} The reversed arrow has its tail at $m'$, and the delta sets $m'=-m$:
\begin{equation}
A_j^T(m,m')=A_j(m',m)=(-1)^{j-m'}\delta_{m',-m}=(-1)^{j+m}\delta_{m,-m'} .
\end{equation}
Write $j+m=2j-(j-m)$. Both $2j$ and $j-m$ are integers, and $(-1)^{-n}=(-1)^n$ for an integer $n$, so
\begin{equation}
(-1)^{j+m}=(-1)^{2j}(-1)^{j-m}.
\label{eq:jpm}
\end{equation}
This gives $A_j^T=(-1)^{2j}A_j$. Two arrows head to head are
\begin{equation}
\sum_{m'}A_j(m,m')A_j(m'',m')=(-1)^{j-m}(-1)^{j-m''}\sum_{m'}\delta_{m,-m'}\delta_{m'',-m'}=(-1)^{2(j-m)}\delta_{m,m''}=\delta_{m,m''},
\end{equation}
which is $A_jA_j^T=1$. For a square matrix this implies $A_j^TA_j=1$, the case of two arrows tail to tail. Finally $A_jA_j=(-1)^{2j}A_jA_j^T=(-1)^{2j}\,1$, because $A_j=(-1)^{2j}A_j^T$ follows from the first relation and $[(-1)^{2j}]^2=1$. This completes the proof.

With rows and columns ordered from $m=j$ downward, the two simplest cases are
\begin{equation}
A_{1/2}=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad
A_{1}=\begin{pmatrix}0&0&1\\0&-1&0\\1&0&0\end{pmatrix}.
\end{equation}
The first is antisymmetric and the second symmetric, as the lemma requires. On an integer line the direction of an arrow is immaterial, but for $j>0$ the arrow itself is not: $A_1$, for example, is not the unit matrix, so an arrow cannot in general be erased. Only for $j=0$ is the arrow equal to a plain line.

\section{The node as the unique singlet}

A singlet is a vector of the triple product space $j_1\otimes j_2\otimes j_3$ annihilated by the total $J_+$, $J_-$ and $J_z$. The permutation rules compare symbols built from different coupling orders, $(j_1j_2)j_3$ against $(j_2j_1)j_3$ or $(j_2j_3)j_1$, each with its own application of (\ref{eq:CS}). The comparison becomes simple once the node is characterized in a way that treats the three angular momenta alike.

\paragraph{Lemma 2.} For a triad, the vector of $j_1\otimes j_2$ with $M=j_3$ annihilated by $J_+=J_{1+}+J_{2+}$ is unique up to a factor, and its component with $m_1=j_1$ is not zero.

\paragraph{Proof.} Write $v=\sum_{m_1}c_{m_1}|j_1m_1\rangle|j_2,j_3-m_1\rangle$. The condition $j_3-m_1\le j_2$ gives $m_1\ge j_3-j_2$, which lies at or above $-j_1$ because $j_3\ge j_2-j_1$. The upper end $m_1=j_1$ is allowed because $j_3-j_1\ge -j_2$. The range $j_3-j_2\le m_1\le j_1$ is not empty because $j_3\le j_1+j_2$. The coefficient of $|j_1m_1\rangle|j_2,j_3+1-m_1\rangle$ in $J_+v$ receives one term from raising particle 1 and one from raising particle 2:
\begin{equation}
c_{m_1-1}\,a(j_1,m_1-1)+c_{m_1}\,a(j_2,j_3-m_1)=0 .
\label{eq:rec}
\end{equation}
For $j_3-j_2<m_1\le j_1$ the factor $a(j_1,m_1-1)$ is positive, so (\ref{eq:rec}) gives $c_{m_1-1}$ as a real multiple of $c_{m_1}$. At the two ends no further condition arises: raising particle 1 from $m_1=j_1$ gives $a(j_1,j_1)=0$, and raising particle 2 from $m_2=j_2$ gives $a(j_2,j_2)=0$. All coefficients are thus fixed by $c_{j_1}$, and $c_{j_1}=0$ would make $v=0$. This proves the lemma. Normalization and (\ref{eq:CS}) select one real vector, and lowering with (\ref{eq:ladder}) gives the other $M$ with real coefficients.

\paragraph{Lemma 3.} The vector
\begin{equation}
\Psi=\sum_{m_1m_2m_3}T_{j_1j_2j_3}(m_1,m_2,m_3)\,|j_1m_1\rangle|j_2m_2\rangle|j_3m_3\rangle
\label{eq:Psi}
\end{equation}
is a singlet of unit norm. Every singlet of $j_1\otimes j_2\otimes j_3$ is a multiple of it. Its component at $(m_1,m_2,m_3)=(j_1,\,j_3-j_1,\,-j_3)$, called the corner component below, is nonzero and has the sign $(-1)^{k_2}$.

\paragraph{Proof.} Any vector of the triple space can be written $\sum_{m}\phi_{m}\,|j_3m\rangle$ with $\phi_m$ in $j_1\otimes j_2$. Let $J_\pm,J_z$ act on $\phi_m$ as the total operators of particles 1 and 2. Collecting the coefficient of each $|j_3m\rangle$, the singlet conditions read
\begin{align}
J_z\phi_m&=-m\,\phi_m,\label{eq:s0}\\
J_+\phi_{m+1}+a(j_3,m)\,\phi_m&=0,\qquad m=-j_3-1,\dots,j_3-1,\label{eq:sp}\\
J_-\phi_{m}+a(j_3,m)\,\phi_{m+1}&=0,\qquad m=-j_3,\dots,j_3,\label{eq:sm}
\end{align}
where terms with $a=0$ drop out at the ends of the ranges.

By the definition (\ref{eq:3j}), $\Psi$ has $\phi_m=\sigma_m|(j_1j_2)j_3,-m\rangle/\sqrt{2j_3+1}$ with $\sigma_m=(-1)^{j_1-j_2-m}$, so $\sigma_{m+1}=-\sigma_m$. Condition (\ref{eq:s0}) is immediate. For (\ref{eq:sp}), $J_+|j_3,-m-1\rangle=a(j_3,-m-1)|j_3,-m\rangle=a(j_3,m)|j_3,-m\rangle$ by (\ref{eq:asym}), so the left side is proportional to $(\sigma_{m+1}+\sigma_m)\,a(j_3,m)=0$. For (\ref{eq:sm}), $J_-|j_3,-m\rangle=a(j_3,-m-1)|j_3,-m-1\rangle$, and the left side is proportional to $(\sigma_m+\sigma_{m+1})\,a(j_3,m)=0$. The squared norm is a sum of $2j_3+1$ terms each equal to $1/(2j_3+1)$, so
\begin{equation}
\sum_{m_1m_2m_3}T(m_1,m_2,m_3)^2=1 .
\label{eq:norm}
\end{equation}

For uniqueness, take any singlet. Condition (\ref{eq:sp}) at $m=-j_3-1$ says $J_+\phi_{-j_3}=0$, and (\ref{eq:s0}) says that $\phi_{-j_3}$ has $M=j_3$. By Lemma 2, $\phi_{-j_3}$ is fixed by its component at $m_1=j_1$. Condition (\ref{eq:sm}), with $a(j_3,m)>0$ for $-j_3\le m<j_3$, then gives $\phi_{m+1}$ from $\phi_m$ step by step. The whole singlet is fixed, linearly, by its corner component.

The corner component of $\Psi$ is $(-1)^{j_1-j_2+j_3}(2j_3+1)^{-1/2}\langle j_1j_1\,j_2,j_3-j_1|j_3j_3\rangle$. The coefficient is positive by (\ref{eq:CS}), and $j_1-j_2+j_3=k_2$. This completes the proof.

Condition (\ref{eq:s0}) also gives the selection rule: $T$ vanishes unless $m_1+m_2+m_3=0$.

\section{The singlet as a polynomial}

\paragraph{Lemma 4.} On polynomials in two variables $z=(\xi,\eta)$ define
\begin{equation}
J_+=\xi\,\partial_\eta,\qquad J_-=\eta\,\partial_\xi,\qquad J_z=\tfrac12(\xi\,\partial_\xi-\eta\,\partial_\eta),
\qquad
u_{jm}(z)=\frac{\xi^{j+m}\eta^{j-m}}{\sqrt{(j+m)!\,(j-m)!}} .
\label{eq:u}
\end{equation}
The monomials $u_{jm}$ obey (\ref{eq:ladder}).

\paragraph{Proof.} $J_zu_{jm}=\tfrac12[(j+m)-(j-m)]u_{jm}=mu_{jm}$. At the ends of the range $J_+u_{jj}=0$ and $J_-u_{j,-j}=0$, because $u_{jj}$ contains no $\eta$ and $u_{j,-j}$ no $\xi$. This agrees with $a(j,j)=a(j,-j-1)=0$. Next, for $-j\le m<j$,
\begin{equation}
J_+u_{jm}=\frac{(j-m)\,\xi^{j+m+1}\eta^{j-m-1}}{\sqrt{(j+m)!\,(j-m)!}}
=(j-m)\sqrt{\frac{(j+m+1)!\,(j-m-1)!}{(j+m)!\,(j-m)!}}\;u_{j,m+1},
\end{equation}
and the prefactor is $(j-m)\sqrt{(j+m+1)/(j-m)}=a(j,m)$. In the same way
\begin{equation}
J_-u_{j,m+1}=(j+m+1)\sqrt{\frac{(j+m)!\,(j-m)!}{(j+m+1)!\,(j-m-1)!}}\;u_{jm}=a(j,m)\,u_{jm}.
\end{equation}
This proves the lemma.

The space of spin $j$ is thus identified with the homogeneous polynomials of degree $2j$, with the $u_{jm}$ declared orthonormal. The triple product space is identified with polynomials in $z_1,z_2,z_3$ of degree $2j_i$ in $z_i=(\xi_i,\eta_i)$. The component of such a polynomial on $u_{j_1m_1}(z_1)u_{j_2m_2}(z_2)u_{j_3m_3}(z_3)$ is the coefficient of the corresponding monomial multiplied by the weight $\prod_i\sqrt{(j_i+m_i)!\,(j_i-m_i)!}$, which is positive.

Define the bracket and the polynomial
\begin{align}
[ab]&=\xi_a\eta_b-\eta_a\xi_b=-[ba],\\
\Phi_{j_1j_2j_3}(z_1,z_2,z_3)&=[12]^{\,j_1+j_2-j_3}\,[23]^{\,j_2+j_3-j_1}\,[31]^{\,j_3+j_1-j_2}=[12]^{k_3}[23]^{k_1}[31]^{k_2}.
\label{eq:Phi}
\end{align}

\paragraph{Lemma 5.} For every triad,
\begin{equation}
\sum_{m_1m_2m_3}T_{j_1j_2j_3}(m_1,m_2,m_3)\,u_{j_1m_1}(z_1)\,u_{j_2m_2}(z_2)\,u_{j_3m_3}(z_3)=N\,\Phi_{j_1j_2j_3}(z_1,z_2,z_3),
\label{eq:gen}
\end{equation}
with $N=1/\|\Phi_{j_1j_2j_3}\|>0$.

\paragraph{Proof.} The degree of $\Phi$ in $z_1$ is $k_3+k_2=2j_1$, in $z_2$ it is $k_3+k_1=2j_2$, and in $z_3$ it is $k_1+k_2=2j_3$, so $\Phi$ lies in the right space. The total operators are sums of (\ref{eq:u}) over the three spinors. Acting on a bracket,
\begin{align}
J_+[ab]&=\xi_a\xi_b-\xi_a\xi_b=0,\qquad J_-[ab]=\eta_a\eta_b-\eta_a\eta_b=0,\\
J_z[ab]&=(\tfrac12-\tfrac12)\,\xi_a\eta_b-(-\tfrac12+\tfrac12)\,\eta_a\xi_b=0 .
\end{align}
These operators are first-order derivatives without a constant term, so they obey the product rule and annihilate any product of brackets. Hence $\Phi$ is a singlet.

The corner component belongs to the monomial with no $\eta_1$ (since $m_1=j_1$) and no $\xi_3$ (since $m_3=-j_3$). All such monomials are isolated by setting $\eta_1=0$ and $\xi_3=0$, under which $[12]\to\xi_1\eta_2$, $[23]\to\xi_2\eta_3$ and $[31]=\xi_3\eta_1-\eta_3\xi_1\to-\eta_3\xi_1$:
\begin{equation}
\Phi\big|_{\eta_1=\xi_3=0}=(-1)^{k_2}\,\xi_1^{2j_1}\;\xi_2^{k_1}\eta_2^{k_3}\;\eta_3^{2j_3}.
\end{equation}
The value of $m_2$ is $(k_1-k_3)/2=j_3-j_1$, as it should be. The corner component of $\Phi$ is therefore nonzero with sign $(-1)^{k_2}$. By Lemma 3, $\Psi=N\Phi$ for some number $N$. The two corner components have the same sign, so $N>0$, and $\|\Psi\|=1$ gives $N=1/\|\Phi\|$. This completes the proof.

The signs in (0) and (1) rest on $N$ having the same sign for every ordering of a given triad. The phase $(-1)^{j_1-j_2-m_3}$ in the definition of the $3j$ symbol ensures this by making $N$ positive throughout. An extra factor $(-1)^J$, which does not depend on the order of the columns, would leave the rules intact.

\section{Proof of parts (0), (1) and (3)}

\subsection{Cyclic symmetry}

Apply the definition (\ref{eq:Phi}) to the ordered triad $(j_2,j_3,j_1)$ with arguments $(z_2,z_3,z_1)$:
\begin{equation}
\Phi_{j_2j_3j_1}(z_2,z_3,z_1)=[23]^{\,j_2+j_3-j_1}[31]^{\,j_3+j_1-j_2}[12]^{\,j_1+j_2-j_3}=\Phi_{j_1j_2j_3}(z_1,z_2,z_3).
\end{equation}
The two polynomials are identical, so their norms and their constants $N$ are equal. Lemma 5 applied to each ordering expands the same polynomial on the same products $u_{j_1m_1}(z_1)u_{j_2m_2}(z_2)u_{j_3m_3}(z_3)$. These products are linearly independent, so the coefficients agree, which is (\ref{eq:rule0}).

\subsection{Node sign}

Apply the definition to $(j_2,j_1,j_3)$ with arguments $(z_2,z_1,z_3)$:
\begin{align}
\Phi_{j_2j_1j_3}(z_2,z_1,z_3)&=[21]^{\,j_2+j_1-j_3}[13]^{\,j_1+j_3-j_2}[32]^{\,j_3+j_2-j_1}
=[21]^{k_3}[13]^{k_2}[32]^{k_1}\nonumber\\
&=(-1)^{k_1+k_2+k_3}[12]^{k_3}[31]^{k_2}[23]^{k_1}=(-1)^{J}\,\Phi_{j_1j_2j_3}(z_1,z_2,z_3).
\end{align}
An overall sign does not change the norm, so $N$ is again the same, and comparison of coefficients gives (\ref{eq:rule1}). Combined with (0), this covers all three transpositions, since $(213)$, $(132)$ and $(321)$ are cyclic rearrangements of one another. If a drawing shows the lines $1,2,3$ in anticlockwise order, the $+$ node is read $(123)$. The clockwise reading of the same drawing is $(132)$, an odd permutation, so the $-$ node is $(-1)^J$ times the $+$ node.

The same device gives a relation used below. The substitution $\xi_i\leftrightarrow\eta_i$ in all three spinors sends $u_{jm}\to u_{j,-m}$ and $[ab]\to\eta_a\xi_b-\xi_a\eta_b=-[ab]$, so $\Phi\to(-1)^J\Phi$. Making it on both sides of (\ref{eq:gen}) and renaming $m_i\to-m_i$ in the sum gives
\begin{equation}
T(-m_1,-m_2,-m_3)=(-1)^J\,T(m_1,m_2,m_3).
\label{eq:flip}
\end{equation}

\subsection{Three like arrows}

Consider the substitution $\xi\to\eta$, $\eta\to-\xi$. On a basis monomial,
\begin{equation}
u_{jm}\to\frac{\eta^{j+m}(-\xi)^{j-m}}{\sqrt{(j+m)!\,(j-m)!}}=(-1)^{j-m}u_{j,-m}=\sum_{m'}A_j(m,m')\,u_{jm'} .
\label{eq:subst}
\end{equation}
On a bracket, $[ab]\to\eta_a(-\xi_b)-(-\xi_a)\eta_b=\xi_a\eta_b-\eta_a\xi_b=[ab]$, so $\Phi$ is unchanged. Making the substitution in all three spinors of (\ref{eq:gen}), the left side becomes
\begin{equation}
\sum_{m'}\Big[\sum_{m}T(m_1,m_2,m_3)\prod_iA_{j_i}(m_i,m_i')\Big]\prod_iu_{j_im_i'}(z_i),
\end{equation}
while the right side stays $N\Phi=\sum_{m'}T(m_1',m_2',m_3')\prod_iu_{j_im_i'}(z_i)$. Comparing coefficients gives (\ref{eq:rule3out}). Reversing the three arrows multiplies the left side of (\ref{eq:rule3out}) by $(-1)^{2j_1+2j_2+2j_3}=(-1)^{2J}$ by Lemma 1, and this is $+1$ because $J$ is an integer. That gives (\ref{eq:rule3in}) and completes the proof of the theorem.

The signs can be traced directly as well. In (\ref{eq:rule3out}) the deltas set $m_i=-m_i'$, and the phases multiply to $(-1)^{J+m_1'+m_2'+m_3'}$. Wherever $T$ is nonzero the $m_i'$ add to zero, so the left side is $(-1)^JT(-m_1',-m_2',-m_3')$, and (\ref{eq:flip}) supplies a second $(-1)^J$ that cancels the first.

\section{Meaning, corollaries and limits}

\subsection{The arrow is a rotation by $\pi$}

From $J_y=(J_+-J_-)/2i$ follows $G\equiv-iJ_y=\tfrac12(J_--J_+)=\tfrac12(\eta\,\partial_\xi-\xi\,\partial_\eta)$. On the variables themselves $G\xi=\eta/2$ and $G\eta=-\xi/2$, so $G^2=-\tfrac14$ on them, and summing the exponential series in even and odd powers gives
\begin{equation}
e^{\beta G}\xi=\xi\cos\tfrac\beta2+\eta\sin\tfrac\beta2,\qquad
e^{\beta G}\eta=\eta\cos\tfrac\beta2-\xi\sin\tfrac\beta2 .
\end{equation}
Because $G$ obeys the product rule, $G^n(fg)=\sum_k\binom nk(G^kf)(G^{n-k}g)$, and hence $e^{\beta G}(fg)=(e^{\beta G}f)(e^{\beta G}g)$. The operator $e^{\beta G}$ therefore acts on any polynomial as a substitution of variables. At $\beta=\pi$ it is the substitution of (\ref{eq:subst}), so
\begin{equation}
A_j(m,m')=\langle jm'|e^{-i\pi J_y}|jm\rangle .
\label{eq:rot}
\end{equation}
All three parts of the arrow calculus now have a physical reading. Two parallel arrows are a rotation by $2\pi$, which is $+1$ for integer $j$ and $-1$ for half-integer $j$. A reversed arrow is the rotation by $-\pi$, which differs from the rotation by $+\pi$ by that same rotation through $2\pi$. Three like arrows rotate all three angular momenta together, and a singlet does not change under a common rotation. In this basis $J_x$ and $J_z$ are real and $J_y$ is imaginary, so complex conjugation reverses $J_y$, while the rotation (\ref{eq:rot}) reverses $J_x$ and $J_z$. Their product reverses all three components and is, up to a constant phase, the time-reversal operator. The rotation matrix is real and commutes with the conjugation, so $A_jA_j=(-1)^{2j}$ is also the sign behind Kramers degeneracy.

The node and arrow rules (0)–(3) are now proved, and the arrow has been identified as a rotation by $\pi$. What remains is to draw the corollaries, examine redrawing, limiting cases and where the rules fail, and apply the rules to the spin–orbit levels of a $d$ electron.
